# The Runge-Lenz vector and the degenerate bound levels of hydrogen-like ions, part 2

An electron bound to a fixed point nucleus of charge $Z$, without spin and relativity, has levels in which different orbital angular momenta $l$ share an energy. Rotations do not explain this; a conserved vector $\mathbf A$ that does not commute with $L^2$ can. In atomic units, $\hbar = m_e = e^2/4\pi\varepsilon_0 = 1$,

$$H = \frac{p^2}{2} - \frac{Z}{r}, \qquad \mathbf L = \mathbf r\times\mathbf p, \qquad \hat{\mathbf r} = \frac{\mathbf r}{r}, \qquad Z>0 .$$

Here $\mathbf p=-i\nabla$, repeated indices are summed, $D = \mathbf r\cdot\mathbf p$ and $L_{ij} = x_ip_j - x_jp_i = \epsilon_{ijk}L_k$. A dagger denotes the formal adjoint. A vector operator obeys $[L_i,U_j] = i\epsilon_{ijk}U_k$, as $\mathbf r$, $\mathbf p$ and $\mathbf L$ do. The Runge-Lenz operator is $\mathbf A = \mathbf M - Z\hat{\mathbf r}$, with $\mathbf M = \tfrac12(\mathbf p\times\mathbf L - \mathbf L\times\mathbf p)$. For $r\neq0$ it satisfies $[H,\mathbf A]=0$ and

$$M_i = x_ip^2 - p_iD = p^2x_i - D^\dagger p_i . \tag{5}$$

$$[L_i,A_j] = i\epsilon_{ijk}A_k . \tag{6}$$

$$\mathbf L\cdot\mathbf A = \mathbf A\cdot\mathbf L = 0 . \tag{7}$$

$$[A_i,A_j] = -2iH\,\epsilon_{ijk}L_k . \tag{11}$$

$$A^2 = Z^2 + \Big(p^2 - \frac{2Z}{r}\Big)(L^2+1) = Z^2 + 2H(L^2+1) . \tag{12}$$

Let $\mathcal H_E$ be the space of bound states of energy $E<0$. It is spanned by functions $\psi = g(r)\,r^lY_{lm}$, where $r^lY_{lm}$ is a harmonic polynomial of degree $l$. Near the origin solutions of the radial equation behave as $r^l$ (regular) or $r^{-l-1}$ (irregular, excluded for bound states). The regular one is a power series fixed up to a factor, $g = g(0)\,[1 - Zr/(l+1) + \dots]$, and a bound state decays exponentially at large $r$. To use the relations above on $\mathcal H_E$, one must show that $\mathbf A$ maps this space into itself, including at the origin.

Now apply $A_i = x_ip^2 - p_iD - Z\hat r_i$. The series for $\psi$ is a sum of homogeneous terms of degree $l, l+1,\dots$, and each term of $A_i$ lowers the degree by at most one. For $l\geq1$ the result has degree zero or more and is bounded. For $l=0$ the derivatives annihilate the constant term, and the result is again bounded. The function $\phi = A_i\psi$ obeys $(H-E)\phi = A_i(H-E)\psi = 0$ for $r\neq0$, so each of its partial waves obeys the radial equation. There are finitely many of them, because on the unit sphere $\phi$ is a polynomial of bounded degree. Boundedness excludes the irregular solutions, and the exponential decay survives differentiation and multiplication by $x_i$. So $\phi$ lies in $\mathcal H_E$, or is zero. The s states show how this works at the origin. On $1-\kappa r$, with $\nabla^2r = 2/r$ and $Dr = -ir$, the three terms give at order $r^0$: $x_ip^2(-\kappa r) = 2\kappa\hat r_i$, $-p_iD(-\kappa r) = -\kappa\hat r_i$, and $-Z\hat r_i$. The sum $(\kappa - Z)\hat r_i$ depends on direction at $r=0$, which no regular solution does, and it vanishes for the cusp value $\kappa=Z$ that an s eigenstate has.

The formal adjoint is a true one on $\mathcal H_E$. The eigenfunctions and their gradients are bounded near the origin, so the surface terms from integrating by parts over a small sphere vanish with its area, and those at infinity vanish exponentially. In a product such as $A_iA_j\psi$ each intermediate function is in $\mathcal H_E$, so (6), (7), (11) and (12) hold there with $H$ replaced by $E$. The space is also finite-dimensional. The expectation value of (12) in a normalized state of definite $l$ is $\sum_i\|A_i\psi\|^2 = Z^2 + 2E[l(l+1)+1]\geq0$, which for $E<0$ bounds $l(l+1)+1$ by $Z^2/(-2E)$, and each pair $l,m$ has at most one regular solution. On $\mathcal H_E$ the six operators are finite Hermitian matrices.

For $E<0$ the number $\sqrt{-2E}$ is real, and the dimensionless vector $\mathbf K = \mathbf A/\sqrt{-2E}$ is Hermitian. Dividing (11) by $-2E$ turns $-2iE$ into $+i$:

$$[L_i,L_j] = i\epsilon_{ijk}L_k,\qquad [L_i,K_j] = i\epsilon_{ijk}K_k,\qquad [K_i,K_j] = i\epsilon_{ijk}L_k . \tag{13}$$

These are the commutators of rotations in four Euclidean dimensions, the algebra so(4). To see it, add a fourth canonical pair $x_4,p_4$ and consider $x_ip_4 - x_4p_i$. This is a vector under $\mathbf L$, and since $[x_ip_4,x_4p_j] = -ix_ip_j + i\delta_{ij}x_4p_4$, the commutator of two components is $-[x_ip_4,x_4p_j] + [x_jp_4,x_4p_i] = iL_{ij}$, as for $K_i$. The fourth dimension serves only to identify the algebra and is not used further.

The algebra separates into two independent parts. Define

$$\mathbf J_1 = \tfrac12(\mathbf L+\mathbf K),\qquad \mathbf J_2 = \tfrac12(\mathbf L-\mathbf K).$$

Note first that $[K_i,L_j] = -[L_j,K_i] = -i\epsilon_{jik}K_k = i\epsilon_{ijk}K_k$. Expanding each commutator into four terms, in the order $LL$, $LK$, $KL$, $KK$,

$$[J_{1i},J_{1j}] = \tfrac{i}{4}\epsilon_{ijk}(L_k+K_k+K_k+L_k) = i\epsilon_{ijk}J_{1k},$$

$$[J_{2i},J_{2j}] = \tfrac{i}{4}\epsilon_{ijk}(L_k-K_k-K_k+L_k) = i\epsilon_{ijk}J_{2k},$$

$$[J_{1i},J_{2j}] = \tfrac{i}{4}\epsilon_{ijk}(L_k-K_k+K_k-L_k) = 0 .$$

There are two commuting angular momenta. Their squares are $\frac14(L^2+K^2 \pm\mathbf L\cdot\mathbf K\pm\mathbf K\cdot\mathbf L)$, and by (7) they are equal, $J_1^2=J_2^2=\frac14(L^2+K^2)$. Dividing (12) by $-2E$ gives $K^2 = Z^2/(-2E) - L^2 - 1$, so

$$4J_1^2+1 = 4J_2^2+1 = L^2+K^2+1 = \frac{Z^2}{-2E} . \tag{14}$$

On $\mathcal H_E$ both squares are the same number $c$ times the identity.

The values open to $c$ follow from the commutators. For either $\mathbf J$ let $J_\pm = J_x\pm iJ_y$. Then $[J_z,J_\pm] = \pm J_\pm$, so $J_\pm$ shifts an eigenvalue of $J_z$ by $\pm1$ or gives zero, and $J_\mp J_\pm = J_x^2+J_y^2\pm i[J_x,J_y] = J^2 - J_z^2\mp J_z$. Since $J_\mp = J_\pm^\dagger$, a normalized eigenvector with eigenvalue $\mu$ has $\|J_\pm\psi\|^2 = c - \mu(\mu\pm1)$. In a finite space repeated raising must end, at an eigenvalue $j$ with $c=j(j+1)$, and repeated lowering must end, at $\mu'\leq j$ with $c=\mu'(\mu'-1)$. The equation $\mu'(\mu'-1) = j(j+1)$ has the roots $-j$ and $j+1$, and only $-j$ can lie at or below $j$. Top and bottom are a whole number of steps apart, so $2j = 0,1,2,\dots$, and each ladder has $2j+1$ rungs. Then $4c+1 = 4j(j+1)+1 = (2j+1)^2$, and (14) gives Pauli's spectrum,

$$E = -\frac{Z^2}{2n^2},\qquad n=2j+1=1,2,3,\dots \tag{15}$$

The $1$ in (12) completes the square. Without it the condition would be $Z^2/(-2E) = 4j(j+1)$, which no finite energy satisfies at $j=0$, and which at $j=\frac12$ would give $-Z^2/6$ in place of $-Z^2/8$. Half-integer $j$ causes no difficulty: $\mathbf J_1$ and $\mathbf J_2$ are not orbital angular momenta, and the eigenvalues $m_1+m_2$ of $L_z = J_{1z}+J_{2z}$ are integers because both ladders have the same $j$.

Equation (15) says that a bound state with $E<0$ can have no other energy. It does not say that each $n$ occurs, nor how often. The algebra alone cannot decide this: (13) and (15) are unchanged when $Z$ changes sign, but for $Z<0$ the kinetic and the potential energy are both positive, so no bound state has $E<0$. The explicit form of $\mathbf A$ must be used once more.

Suppose $\mathcal H_E$ is not empty. Take a joint eigenvector of $J_{1z}$ and $J_{2z}$, raise it with $J_{1+}$ to the end of its ladder and then with $J_{2+}$, which commutes with $\mathbf J_1$. The result is a top state with $m_1=m_2=j$, annihilated by $J_{1+}$ and $J_{2+}$, hence by their sum $L_+$ and by their difference, which is proportional to $A_+ = A_x+iA_y$. It has $L_z = 2j\equiv l$, and $L^2 = L_-L_+ + L_z^2+L_z = l(l+1)$, so its angular part is $Y_{ll}$. With $w=x+iy$, the vector rule gives $[L_+,w] = i[L_x,y]+i[L_y,x] = -z+z = 0$ and $[L_z,w] = iy + x = w$, so $w^l$ is annihilated by $L_+$ and has $L_z=l$; it is $r^lY_{ll}$ up to a factor. The top state is $\psi = f(r)w^l$.

By (5), $A_+ = wp^2 - p_+D - Zw/r$ with $p_+ = -i\partial_+$ and $\partial_+=\partial_x+i\partial_y$. The needed derivatives are $\partial_+w = 1+i\cdot i = 0$ and $\partial_+h(r) = wh'/r$. The function $w^l$ is harmonic, because $\nabla^2w=0$ and $\nabla w\cdot\nabla w = 1+i^2 = 0$, and it is homogeneous of degree $l$. Therefore $\nabla^2(fw^l) = (f''+2f'/r)w^l + 2(f'/r)\,l\,w^l$, and

$$p^2\psi = -\Big(f''+\frac{2(l+1)}{r}f'\Big)w^l,\qquad D\psi = -i(lf+rf')w^l,$$

$$p_+D\psi = -\,\partial_+\big[(lf+rf')w^l\big] = -\big[(l+1)f'+rf''\big]\frac{w^{l+1}}{r} .$$

In $A_+\psi$ the second derivatives enter as $-f''+f''$ and cancel, while the first derivatives enter as $-2(l+1)+(l+1)$:

$$A_+\,f w^l = -\frac{w^{l+1}}{r}\big[(l+1)f' + Zf\big] . \tag{16}$$

The condition $A_+\psi=0$ is a first-order equation with the single solution $f\propto e^{-\kappa r}$, $\kappa = Z/(l+1) = Z/n$. For $Z<0$ it grows and cannot be normalized, so no $\mathcal H_E$ with $E<0$ exists. For $Z>0$ it is normalizable and regular for every $l=0,1,2,\dots$, and it is an eigenstate: $p^2\psi = [-\kappa^2+2(l+1)\kappa/r]\psi$ gives $H\psi = \{-\kappa^2/2 + [(l+1)\kappa - Z]/r\}\psi = -\frac{Z^2}{2n^2}\psi$. Every $n$ in (15) occurs.

The states $(J_{1-})^a(J_{2-})^b\psi$ with $a,b=0,\dots,2j$ are nonzero, by the norm formula above, and orthogonal, because they differ in $m_1$ or $m_2$. The same formula shows that the raising operators return each of them to a multiple of its neighbour, so they span a subspace of dimension $(2j+1)^2=n^2$ invariant under all six generators. Its orthogonal complement in $\mathcal H_E$ is invariant too, the generators being Hermitian. If that complement were not empty it would contain a top state orthogonal to $\psi$, which the uniqueness of the solution of (16) forbids. The level $n$ is therefore exactly $n^2$-fold degenerate, spin not counted. Its content in $l$ follows by counting. The number of pairs $(m_1,m_2)$ with $m_1+m_2=m$ is $n-|m|$ for $|m|\leq n-1$. A multiplet of orbital angular momentum $l$ contributes one state to each $|m|\leq l$, so the number of multiplets with given $l$ is the count at $m=l$ less the count at $m=l+1$, which is $(n-l)-(n-l-1)=1$ for $l=0,\dots,n-1$. The shell $n=2$ holds one s and one p multiplet, the shell $n=3$ one each of s, p and d, which is the degeneracy that rotations left unexplained.

The sign of $E$ was essential. For $E>0$ the Hermitian rescaling is $\mathbf K'=\mathbf A/\sqrt{2E}$, and (11) gives $[K'_i,K'_j] = -i\epsilon_{ijk}L_k$, the algebra so(3,1). The combinations that would obey the angular momentum rules are then $\frac12(\mathbf L\pm i\mathbf K')$, which are not Hermitian, so the norm formula that ended the ladders is lost; (12) reads $K'^2 = L^2+1+Z^2/2E$ and puts no bound on $l$. At $E=0$ the components of $\mathbf A$ commute and $A^2=Z^2$.

Within a bound shell, (14) fixes the length of $\mathbf K$ in a state of definite $l$:

$$K^2 = n^2 - 1 - l(l+1),\qquad \frac{A^2}{Z^2} = \frac{K^2}{n^2} = 1-\frac{l(l+1)+1}{n^2},$$

using $-2E = Z^2/n^2$. The second quantity is the counterpart of the squared eccentricity. It is zero for the ground state, where $\mathbf A\psi=0$. For $l=0$ it is $1-1/n^2$, which approaches the value $1$ of a classical straight-line orbit as $n$ grows. For $l=n-1$, the analogue of a circular orbit, $K^2=n-1$ and $A^2/Z^2 = (n-1)/n^2$, which is not zero for $n>1$ and falls as $1/n$ at large $n$. The commutator explains it. From (13), $K_-K_+ = K_x^2+K_y^2 - L_z$, and the top state is annihilated by $K_+$, so there $\langle K_x^2+K_y^2\rangle = l = n-1$. This is the whole of $K^2$, consistent with $K_z = J_{1z}-J_{2z}$ having the eigenvalue $m_1-m_2=0$. Two components whose commutator is $iL_z$ cannot both annihilate a state with $L_z\neq0$.

The hydrogen-like nitrogen ion N$^{6+}$, with $Z=7$, gives numbers, taken at the level of this model: nonrelativistic, spinless, with a point nucleus of infinite mass. The conversions are 1 hartree $=27.211386$ eV, 1 bohr $=0.529177$ Å and $hc = 12398.420$ eV Å. The four lowest shells have $j=0,\frac12,1,\frac32$, so $j(j+1) = 0,\ 0.75,\ 2,\ 3.75$ and $4j(j+1)+1 = 1,\ 4,\ 9,\ 16$, and these last numbers are both $Z^2/(-2E)$ and the degeneracies. The ground state has $E_1 = -49/2 = -24.5$ hartree, and $24.5\times27.211386 = 666.679$, so $E_1=-666.679$ eV. Division by $4$, $9$ and $16$ gives $E_2=-166.670$ eV, $E_3=-74.075$ eV and $E_4=-41.667$ eV. The transition from $n=2$ to $n=1$ carries $666.679-166.670 = 500.009$ eV, at the wavelength $12398.420/500.009 = 24.7964$ Å.

These digits belong to the model, and the ion itself follows fewer of them. In the ground state $e^{-Zr}$ one has $|\nabla\psi|^2=Z^2\psi^2$, so $\langle p^2\rangle=Z^2$, and with the speed of light equal to $1/\alpha$ in atomic units $\langle v^2\rangle/c^2 = (Z\alpha)^2 = 2.6\times10^{-3}$. This number sets the scale of the relativistic corrections relative to the binding energies, with coefficients below one that depend on the level: the Dirac equation for a point nucleus deepens 1s by about $(Z\alpha)^2/4 = 6.5\times10^{-4}$ of its binding energy, 2s and 2p$_{1/2}$ by $8.2\times10^{-4}$, 2p$_{3/2}$ by $1.6\times10^{-4}$ and 3d$_{5/2}$ by $7\times10^{-5}$. These corrections do not preserve the full $n^2$ degeneracy, and they split the line into two components about $0.1$ eV apart. The motion of the nucleus replaces the electron mass by the reduced mass, which leaves the form of $H$ and the degeneracy intact and shrinks all energies by a fraction close to the ratio of electron to nuclear mass, about $3.9\times10^{-5}$ for a nucleus of roughly 14 atomic mass units. For the real ion the line is thus at about 500 eV, or 24.8 Å.

The matrix elements of $\mathbf K$ in the low shells can be had without integrals. Under the inversion $\mathbf r\to-\mathbf r$, $\mathbf p\to-\mathbf p$ each term of $\mathbf A$ changes sign, so $K_z$ connects states of opposite parity $(-1)^l$, and by (6) it commutes with $L_z$ and keeps $m$. In the shell $n=2$ it can take 2s only to 2p$_0$. The 2s state has $K^2 = 4-1=3$, and, being invariant under rotations, it shares this equally among the three components, so $\|K_z\,2s\|^2=1$ and $|\langle2p_0|K_z|2s\rangle| = 1$. A two-by-two Hermitian matrix with zero diagonal and an off-diagonal element of modulus $1$ has eigenvalues $\pm1$, the values of $m_1-m_2$ for $(m_1,m_2) = (\frac12,-\frac12)$ and $(-\frac12,\frac12)$; its eigenvectors are equal mixtures of 2s and 2p$_0$. The vector $\mathbf A$ itself has the dimension of energy times length, with the unit hartree $\times$ bohr $=14.39965$ eV Å. With $\sqrt{-2E_2} = 7/2=3.5$ in atomic units, $|\langle2p_0|A_z|2s\rangle| = 1\times3.5\times14.39965 = 50.4$ eV Å.

In the shell $n=3$, $K^2 = 8-l(l+1)$ equals $8$, $6$ and $2$ for s, p and d, so that $l(l+1)+K^2+1$ is $0+8+1$, $2+6+1$ and $6+2+1$, equal to $9$ each time. Division by $9$ gives $A^2/Z^2 = 0.889$, $0.667$ and $0.222$. Among the three states with $m=0$, parity allows only the elements $a=\langle3p_0|K_z|3s\rangle$ and $b=\langle3d_0|K_z|3p_0\rangle$. The isotropy argument gives $|a|^2 = 8/3=2.667$. The characteristic polynomial of the three-by-three matrix is proportional to $\lambda(\lambda^2-|a|^2-|b|^2)$, and its roots must be the values of $m_1-m_2$ for the pairs $(1,-1)$, $(0,0)$ and $(-1,1)$, namely $2$, $0$ and $-2$. Hence $|a|^2+|b|^2=4$ and $|b|^2 = 4-8/3 = 4/3=1.333$. The top state of this shell is $(x+iy)^2e^{-7r/3}$, the 3d state with $m=2$, and its exponential decays over the length $n/Z$ bohr, which is $3\times0.529177/7 = 0.227$ Å.

Numbers in the example were calculated in double precision.
